\section*{Gate swing of a tunnel transistor: bias and field contributions}

\section{One transistor, two very different swings}

A model tunnel transistor needs 35 mV of gate voltage per decade of current at a gate overdrive of 0.02 V, but 193 mV per decade at 0.3 V. The thermal swing at the same temperature, 300 K, is 59.5 mV per decade. Neither the material nor the current law changes between the two points. The difference comes from two quantities that the gate moves together, the junction bias and the junction field, whose contributions fade at different rates.

The current law is
\begin{equation}
I = a\,V F\,e^{-b/F}. \label{law}
\end{equation}
Here $V>0$ is the junction bias: the energy by which the top of the source valence band lies above the bottom of the channel conduction band, divided by the elementary charge $q$. The junction field $F>0$ is a magnitude. The constants $a$ and $b$ do not depend on the gate voltage $V_G$, and the drain bias is held fixed. A prime denotes $d/dV_G$. The point swing is $S=dV_G/d(\log_{10}I)$, positive when the current rises with $V_G$.

\section{Where the law comes from}

An electron leaves the source valence band and enters the channel conduction band at the same energy. In a uniform field the conduction edge lies $E_g-qFx$ above the electron, where $E_g$ is the gap and $x$ is measured from the point where the electron leaves the valence band. The barrier ends at $x=E_g/(qF)$. With a parabolic band of mass $m$, the WKB exponent is
\begin{align}
2\int_0^{E_g/(qF)}\frac{\sqrt{2m(E_g-qFx)}}{\hbar}\,dx
&=\frac{2\sqrt{2m}}{\hbar}\,\frac{1}{qF}\int_0^{E_g}\!\sqrt{y}\,dy \nonumber\\
&=\frac{4\sqrt{2m}\,E_g^{3/2}}{3q\hbar F}\equiv\frac{b}{F}. \label{b}
\end{align}
The substitution was $y=E_g-qFx$, so that $dx=-dy/(qF)$; the minus sign reverses the limits.

Motion parallel to the junction plane is conserved and raises the barrier from $E_g$ to $E_g+\varepsilon$, where $\varepsilon$ is the sum of the transverse kinetic energies in the two bands. The exponent becomes
\begin{equation}
\frac{b}{F}\left(1+\frac{\varepsilon}{E_g}\right)^{3/2}
\simeq \frac{b}{F}+\frac{\varepsilon}{\bar E},\qquad
\bar E=\frac{2E_gF}{3b}. \label{ebar}
\end{equation}
For parabolic bands the number of transverse states per unit $\varepsilon$ is constant, so their sum is proportional to $\int_0^\infty e^{-\varepsilon/\bar E}d\varepsilon=\bar E\propto F$. This is the prefactor $F$. In the example below, the sum with the full power $3/2$ is 0.965 to 0.973 times this leading form, a nearly constant factor that hardly affects a logarithmic slope.

The factor $V$ comes from adding the energies in the overlap window. Within WKB, each energy contributes equally if the field is uniform, the source states are full, the drain states are empty and the upper limit on $\varepsilon$ can be ignored. The last condition requires $qV\gg\bar E$, and it matters near onset.

\section{Differentiation}

Take the logarithm of \eqref{law}, with each quantity divided by a fixed unit:
\begin{equation}
\ln I=\ln a+\ln V+\ln F-\frac{b}{F}.
\end{equation}
The first term is constant. The chain rule gives $V'/V$ and $F'/F$ for the next two. For the last, $d(1/F)/dV_G=-F'/F^2$, and the two minus signs cancel:
\begin{equation}
(\ln I)'=\frac{V'}{V}+\frac{F'}{F}+\frac{bF'}{F^2}
=\frac{V'}{V}+\frac{(F+b)F'}{F^2}. \label{slope}
\end{equation}
Since $\log_{10}I=\ln I/\ln 10$, the swing is $\ln 10$ divided by this slope:
\begin{equation}
\boxed{\,S=\ln 10\left[\frac{V'}{V}+\frac{(F+b)F'}{F^2}\right]^{-1}} \label{swing}
\end{equation}
The bracket must be positive for the current to rise with $V_G$.

If the gate moved $V$ at fixed $F$, the second term would vanish; if it moved $F$ at fixed $V$, the first would. The two separate swings are
\begin{equation}
S_V=\ln 10\,\frac{V}{V'},\qquad
S_F=\ln 10\,\frac{F^2}{(F+b)F'},\qquad
\frac1S=\frac1{S_V}+\frac1{S_F}. \label{parallel}
\end{equation}
The contributions combine like resistors in parallel, because what adds is decades per volt. When both are positive, $S$ is smaller than either.

If $b$ also depends on the gate, for instance through a gate-dependent confinement energy, $-b/F$ contributes a further $-b'/F$ to the bracket. A gate-dependent $a$ contributes $a'/a$.

\section{A junction with linear band bending}

Let $g$ be the gate overdrive beyond the alignment of the band edges, and let $V=\eta g$ with constant gate efficiency $\eta$. Write $G=E_g/q$. The total band bending is the gap plus the overlap, $G+V$ in volts. If it falls linearly over a fixed width $w$,
\begin{equation}
F=\frac{G+V}{w},\qquad V'=\eta,\qquad F'=\frac{\eta}{w}. \label{device}
\end{equation}
An electron at depth $u$ (in volts) below the source valence edge meets its barrier between $x=u/F$ and $x=(u+G)/F$, measured from the source edge. Since $u\le V$, the barrier ends within $w$, and within WKB the uniform-field exponent applies to the whole window. WKB is only a rough guide here: the turning points lie close to the ends of the ramp, since the field energy $(\hbar^2q^2F^2/2m)^{1/3}$, 170 to 210 meV, is comparable to or larger than $qV$. For a two-band dispersion solved exactly on this ramp at normal incidence and $g=0.02$ V, the transmission is about 0.7 of its WKB value at the centre of the window and falls towards zero at both edges. Inserting \eqref{device} into \eqref{slope} gives
\begin{equation}
\frac{1}{S}=\frac{\eta}{\ln 10}\left[\frac1V+\frac1{G+V}+\frac{bw}{(G+V)^2}\right]. \label{model}
\end{equation}
All three terms fall as $V$ grows, so $S$ rises steadily with overdrive. Their relative rates of fall with $V$ are $1/V$, $1/(G+V)$ and $2/(G+V)$, so for $V<G$, as here, the first falls fastest. This explains the opening numbers: at 0.02 V, $S_V=46$ and $S_F=151$ mV per decade; at 0.3 V they are 691 and 268. Also, $S_V=\ln 10\,V/\eta=\ln 10\,g$, whatever the value of $\eta$.

The contributions are equal when
\begin{equation}
\frac1V=\frac1{G+V}+\frac{bw}{(G+V)^2}.
\end{equation}
Multiplication by $V(G+V)^2$ gives $(G+V)^2=V(G+V)+bwV$. Moving $V(G+V)$ to the left leaves $G(G+V)=bwV$, hence
\begin{equation}
V_\times=\frac{G^2}{bw-G}\qquad(bw>G). \label{cross}
\end{equation}
The bias term dominates below $V_\times$ and the field term above it. If $bw\le G$ there is no crossing, and the bias term is the larger throughout.

\section{Worked numbers}

The parameters are $E_g=0.7$ eV, $m=0.04$ electron masses, $w=10$ nm and $\eta=0.9$. In these units $\sqrt{2m}/\hbar$ becomes 1.0246 nm$^{-1}$eV$^{-1/2}$, so
\begin{equation}
b=\tfrac43(1.0246)(0.7)^{3/2}=0.800\ \mathrm{V/nm}=8.00\ \mathrm{MV/cm}.
\end{equation}
At $g=0.1$ V, $V=0.090$ V and $F=0.79\ \mathrm V/10\ \mathrm{nm}=0.79$ MV/cm. The field changes by $F'=0.90$ MV/cm per volt. The slopes, in V$^{-1}$, are
\begin{align}
V'/V&=0.9/0.09=10.00,\nonumber\\
F'/F&=0.90/0.79=1.14,\nonumber\\
bF'/F^2&=8.00\times0.90/0.79^2=11.54.
\end{align}
Their sum is 22.68, and $S=2.3026/22.68=0.1015$ V, or 101.5 mV per decade. A finite difference of the logarithm of \eqref{law} gives the same value. At this point the bias contributes 10.00 and the field 12.68, so the field already leads. This agrees with \eqref{cross}, which puts the crossing a little lower: $V_\times=0.49/(8.00-0.70)=0.067$ V, at an overdrive of 75 mV.

\subsection*{Comparison with the thermal swing}

The model swing equals $\ln 10\,kT/q=59.5$ mV per decade at $g=41$ mV and is smaller below that. The bias term alone is sub-thermal for $g<kT/q=25.9$ mV, since $S_V=\ln10\,g$. Between 26 and 41 mV both terms are needed. The field term alone never suffices in this device: $S_F$ is smallest at onset, where it is 144 mV per decade.

A wider junction steepens the field term. With gap, mass, efficiency and overdrive (0.1 V) held fixed, doubling $w$ to 20 nm lowers $S_F$ from 182 to 95 and $S$ from 102 to 67 mV per decade. Halving $F$ and $F'$ leaves $F'/F$ unchanged but doubles $bF'/F^2$. The price is transmission: $e^{-b/F}$ falls from $4.0\times10^{-5}$ to $1.6\times10^{-9}$. Within this model, a small field-controlled swing obtained by widening the junction is paid for in current. The comparison holds at equal overdrive only: at equal current the narrower junction has the smaller swing, and a leakage of $10^{-3}$ of the 10 nm current at 0.3 V would exceed the 20 nm current at 0.1 V about a thousandfold and hide its swing.

\subsection*{Decades over a finite gate range}

Integrating $1/S$ from overdrive $g_1$ to $g_2$ gives the decades gained:
\begin{equation}
\log_{10}\frac{I_2}{I_1}=\log_{10}\frac{V_2}{V_1}+\log_{10}\frac{F_2}{F_1}
+\frac{b}{\ln 10}\left(\frac1{F_1}-\frac1{F_2}\right).
\end{equation}
From 0.02 to 0.3 V the terms are 1.176, 0.131 and 1.257, in total 2.564 decades. The average swing is $0.28\ \mathrm V/2.56=109$ mV per decade. A quoted point swing of 35 mV per decade therefore says little about the gate voltage needed to switch the device.

\section{What happens at onset}

As $V\to0$, \eqref{swing} gives $S\to\ln10\,V/V'\to0$. The current itself vanishes there, so its logarithm diverges; this is not a switch of unlimited steepness. With a gate-independent leakage $L$ in parallel, $(\ln(I+L))'=I'/(I+L)$, and
\begin{equation}
S_{\rm tot}=S\left(1+\frac LI\right),\qquad
S_{\rm tot}(V\to0)=\frac{\ln10\;L}{I'(0)}. \label{leak}
\end{equation}
The limit follows from $S=\ln10\,I/I'$ and $I\to0$. If $L$ is $10^{-3}$ of the current at 0.3 V, the swing tends to 23 mV per decade at onset instead of zero. At 0.02 V the current is $10^{-2.56}$ of that at 0.3 V, so $L/I=0.37$ and the swing rises from 35 to 48 mV per decade.

The factor $V$ in \eqref{law} is itself doubtful near onset. At depth $u$ in the window, the transverse energy cannot exceed $u$ in the valence band or $V-u$ in the conduction band. For equal masses the two transverse energies are equal, so $\varepsilon\le2\min(u,V-u)$. With energies expressed in volts, the sum over $\varepsilon$ gives $\bar E(1-e^{-\varepsilon_{\max}/\bar E})$, and $V$ is replaced by
\begin{equation}
2\int_0^{V/2}\!\left(1-e^{-2u/\bar E}\right)du
=V-\bar E\left(1-e^{-V/\bar E}\right). \label{limited}
\end{equation}
For $V\ll\bar E$ this tends to $V^2/(2\bar E)$: the current is smaller, but its logarithmic slope from $V$ is doubled. Then $I'(0)=0$, so with a constant leakage the swing grows without bound towards onset instead of tending to the finite value in \eqref{leak}. At $g=0.05$ V, $\bar E=43.5$ meV while $qV=45$ meV, so the condition $qV\gg\bar E$ already fails. The sub-thermal range found from \eqref{law} lies at still smaller $V$, and its numbers belong to the law as posed, not to a bulk junction treated in full. Equation \eqref{limited} is itself a WKB result. With a two-band dispersion solved exactly on the same ramp, the current near onset goes as $V^3$ rather than $V^2$; the swing is 40 mV per decade at 0.05 V and 172 at 0.2 V, against 53 and 175 from WKB with the same dispersion and transverse limit.

\section{Size of the other neglected effects}

Each correction below is applied alone; the results should not be added. The reference swings are 67.4 mV per decade at $g=0.05$ V and 150.3 at 0.2 V. The limit \eqref{limited} changes them to 48.5 and 138.1.

\emph{Occupation.} Let the source Fermi level lie 50 meV below the valence edge and the drain bias be 0.5 V. Then $V$ is replaced by $\int_0^V(f_S-f_D)\,du$, where $f_S$ and $f_D$ are the source and drain Fermi functions. The swings become 48.0 and 132.5 mV per decade, and the current at 0.05 V falls to 0.27 of its former value. At a given overdrive the swing improves because $f_S$ increases with depth: where $f_D$ is negligible, the slice added by the gate is fuller than the average slice already in the window. More overdrive is needed to reach the same current, however, and at equal current the comparison can go either way. At the current that \eqref{law} gives at 0.02 V, the swing with occupation included is 48 mV per decade instead of 35; at the current it gives at 0.1 V, the swing is 92 instead of 102.

\emph{Band profile.} Replace the linear drop by an exponential one in the channel with decay length $\lambda=w/3$. For an electron at energy $s$ above the channel conduction edge, let $y$ be the barrier height. Then $dx=-\lambda\,dy/(y+s)$, and the exponent is
\begin{align}
A(s)&=\frac{2\sqrt{2m}\,\lambda}{\hbar}\int_0^{E_g}\frac{\sqrt y}{y+s}\,dy\nonumber\\
&=\frac{4\sqrt{2m}\,\lambda}{\hbar}\left[\sqrt{E_g}-\sqrt s\,\arctan\sqrt{E_g/s}\right].
\end{align}
At $s=0$ the choice $\lambda=w/3$ reproduces $b/F$ at onset. For $s\ll E_g$ the arctangent is close to $\pi/2$, so $A$ falls below this value by an amount proportional to $\sqrt s$, which is steep at small $s$. With the prefactor still proportional to $G+V$, the swings are 47.5 and 146.3 mV per decade, and the currents are 10 and 19 times larger. That prefactor is an assumption here, since $A(s)$ does not depend on $V$; without it the swings are 48.8 and 156.5, so the direction of the change at 0.2 V is not fixed by this estimate. Summing over the allowed transverse states in both profiles gives 36.7 and 125.1 for the exponential drop against 48.5 and 138.6 for the linear one.

\emph{Dispersion in the gap.} If both bands shape the decay, $y$ under the root is replaced by $y(1-y/E_g)$. The integral $\int_0^{E_g}\sqrt{y(1-y/E_g)}\,dy=\pi E_g^{3/2}/8$ changes the factor $4/3$ in $b$ to $\pi/4$. Then $b=4.71$ MV/cm, the swings rise to 80 and 200 mV per decade, and the factor $e^{-b/F}$ at 0.05 V is 83 times larger. The prefactor also depends on the dispersion; its change is not included in this ratio. The current is thus very sensitive to the dispersion assumed in the gap.

\emph{Thin film.} With one free transverse direction the prefactor is close to $\sqrt F$. This halves $F'/F$ and moves the swings to 68.6 and 155.5 mV per decade.

\section{Relation to real devices}

The gap, mass and width are round values in the rough regime of a narrow-gap, direct-gap III--V tunnel transistor; no particular compound is represented. An efficiency of 0.9 is favourable, because charge trapped at the gate interface takes up part of the gate voltage. At given $V$ and $F$, \eqref{model} makes $S$ proportional to $1/\eta$, so $\eta=0.6$ would multiply the swing by 1.5 at the same $V$ and $F$. At the same overdrive the rise is smaller, 8\% at 0.02 V and 19\% at 0.1 V, because $S_V$ does not depend on $\eta$ there; only $S_F$ rises, by factors of 1.48 and 1.39. Real junctions also contain defects that assist tunnelling before the bands overlap. The leakage in \eqref{leak} is a crude stand-in, since defect current generally depends on the gate; even so, with the current law \eqref{law} it raises the swing at 0.02 V by about a third. Indirect-gap materials such as silicon need phonons for this transition, and their prefactor has a different power of $F$.

\section{Use with computed or measured data}

Equation \eqref{swing} does not require the linear junction. Given $V(V_G)$ and $F(V_G)$ from an electrostatic calculation at fixed drain bias, differentiate both and insert them, with $b$ and $F$ in the same unit. This assumes that one field describes the whole overlap window and that the factor $V$ in \eqref{law} holds, which needs $qV\gg\bar E$, full source states and empty drain states. In a strongly non-uniform field the exponent $A$ depends on the electron energy, so no single $F=b/A$ exists; compute $A$ for each energy in the window and each transverse state allowed there, sum $e^{-A}(f_S-f_D)$ over both, and differentiate the logarithm of the resulting current. Where a single field is adequate, report $1/S_V$ and $1/S_F$, which add. In either case give the current beside each swing. A measured $I(V_G)$ alone fixes the sum in \eqref{slope} but not its division; that needs independent knowledge of $V$ or $F$. The numerical output lists the values at all five overdrives.

\section*{Computed values}
\begin{verbatim}
gap 0.7 eV, mass 0.04 m0, width 10.0 nm
gate efficiency 0.9, temperature 300.0 K
drain bias 0.5 V
source Fermi level below band top: 0.05 eV
kT/q = 25.85 mV
thermal swing = 59.53 mV/decade
decay constant = 1.0246 nm^-1 eV^-1/2
b = 8.001 MV/cm
field at onset = 0.700 MV/cm
swings S_V, S_F, S in mV/decade:
g(V)  V(V)   F(MV/cm)  b/F    S_V     S_F     S
0.02  0.018  0.718   11.144    46.1   151.3    35.3
0.05  0.045  0.745   10.740   115.1   162.4    67.4
0.10  0.090  0.790   10.128   230.3   181.6   101.5
0.20  0.180  0.880    9.092   460.5   223.1   150.3
0.30  0.270  0.970    8.249   690.8   268.3   193.3
log slopes at g = 0.1 V, in 1/V:
  V'/V = 10.000
  F'/F = 1.139
  b F'/F^2 = 11.538
  sum = 22.678
  F' = 0.900 MV/cm per V
  numerical swing = 101.54 mV/decade
equal contributions at V = 67.1 mV
  gate overdrive there = 74.6 mV
S = thermal swing at g = 41.3 mV
  junction bias there = 37.2 mV
S_F at onset = 144.1 mV/decade
width(nm), S_F, S (mV/decade), exp(-b/F) at g = 0.1 V:
  10  181.6  101.5  3.99e-05
  20  95.1  67.3  1.60e-09
decades of current from g = 0.02 to 0.3 V: 2.564
  from V: 1.176
  from prefactor F: 0.131
  from exp(-b/F): 1.257
  average swing = 109.2 mV/decade
transverse sum / leading form: 0.965 to 0.973
transverse energy at g = 0.05, 0.2 V: 43.5, 51.3 meV
two-band b = 4.713 MV/cm
profile decay length = 3.33 nm
thin-film prefactor power of F = 0.489
leakage / current at g = 0.3 V: 1e-03
neglected effects at g = 0.05 | 0.2 V:
S (mV/decade) and current relative to the law
  law itself: 67.4, x1 | 150.3, x1
  occupation: 48.0, x0.268 | 132.5, x0.704
  transverse limit: 48.5, x0.377 | 138.1, x0.723
  exponential profile: 47.5, x9.81 | 146.3, x19.4
  two-band b: 79.8, x82.6 | 200.2, x41.9
  leakage floor: 73.7, x1.09 | 150.9, x1
  thin film, S only: 68.6 | 155.5
S with leakage at g = 0.01 mV: 23.1 mV/decade
\end{verbatim}
